# The Herzfeld dielectric catastrophe for shallow donors, and what it omits

## Problem

A semiconductor of relative permittivity $\kappa$ contains $n$ shallow donors per unit volume. The temperature is low enough that practically every donor is neutral, with one electron bound in a hydrogenic ground state of radius $a$. The conduction band has one isotropic valley of effective mass $m^*$, and the short-range potential of the donor core is neglected.

1. Find the static polarisability of one donor.
2. Treat the donors as point dipoles acted on by the Lorentz local field. Find the permittivity $\varepsilon$ of the doped crystal and the density at which it diverges.
3. Evaluate the result for the round values $\kappa=12$, $m^*=0.30\,m_0$, and find $\varepsilon$ at $n=1.0\times10^{18}\ \mathrm{cm^{-3}}$.
4. Doped semiconductors are observed to become metallic, with a diverging permittivity, near $n^{1/3}a\approx0.25$ (a rough value). Compare this with the answer to part 2 and discuss the difference.

## Solution

### 1. Polarisability of one donor

Let $F$ be the field in the host, along $z$. The electron has charge $-e$, so its energy in the field is $+eFz$:

$$H=-\frac{\hbar^2}{2m^*}\nabla^2-\frac{e^2}{4\pi\varepsilon_0\kappa r}+eFz .$$

The natural length and energy are

$$a=\frac{4\pi\varepsilon_0\kappa\hbar^2}{m^*e^2}=\kappa\frac{m_0}{m^*}a_0,\qquad H^*=\frac{e^2}{4\pi\varepsilon_0\kappa a}=\frac{\hbar^2}{m^*a^2},$$

where $a_0$ is the Bohr radius. With lengths in $a$ and energies in $H^*$,

$$h=h_0+fz,\qquad h_0=-\tfrac12\nabla^2-\frac1r,\qquad f=\frac{eFa}{H^*}.$$

The ground state is $\psi_0=e^{-r}/\sqrt\pi$, with $E_0=-\tfrac12$. The first-order energy vanishes by parity, and the first-order function $f\psi_1$ obeys

$$(h_0-E_0)\psi_1=-z\psi_0 .$$

Write $\psi_1=w\psi_0$. The terms in which $h_0-E_0$ acts on $\psi_0$ alone cancel. Since $\nabla\psi_0=-\hat{\mathbf r}\psi_0$, what remains is

$$-\tfrac12\nabla^2w+\frac{\partial w}{\partial r}=-z .$$

Try $w=-z(c+dr)$. We have $\nabla^2z=0$ and $\nabla^2(zr)=z(2/r)+2z/r=4z/r$. The radial derivatives are $\partial_rz=z/r$ and $\partial_r(zr)=2z$. The left side becomes

$$(2d-c)\frac zr-2dz ,$$

so $d=\tfrac12$ and $c=1$. The second-order energy is $f^2E_2$, with

$$E_2=\langle\psi_0|z|\psi_1\rangle=-\left\langle z^2\left(1+\frac r2\right)\right\rangle=-\frac{\langle r^2\rangle}{3}-\frac{\langle r^3\rangle}{6}.$$

The averages follow from $\langle r^k\rangle=4\int_0^\infty r^{k+2}e^{-2r}dr=4(k+2)!/2^{k+3}$, which gives $3$ and $15/2$. Hence $E_2=-1-\tfrac54=-\tfrac94$. In ordinary units the energy shift is

$$\Delta E=-\frac94\frac{e^2F^2a^2}{H^*}=-\frac94\,(4\pi\varepsilon_0\kappa)\,a^3F^2 ,$$

and the dipole moment is

$$p=-\frac{d\Delta E}{dF}=4\pi\varepsilon_0\kappa\,\alpha F,\qquad \alpha=\frac92a^3 .$$

Here $\alpha$ is a volume. The factor $\kappa$ stands outside it because the host weakens the binding of the electron.

### 2. Local field and divergence

Let $P=np$ be the polarisation due to the donors. The polarisation of the host is already contained in $\kappa$, so

$$D=\varepsilon_0\kappa F+P=\varepsilon_0\varepsilon F .$$

To find the field on one donor, draw a large sphere around it. Donors outside act as a continuous polarised medium, whose inner surface carries the charge density $-P\cos\theta$. The host fills the sphere as well, so the field of this charge is reduced by $\kappa$. At the centre it is

$$\frac{P}{4\pi\varepsilon_0\kappa}\,2\pi\int_0^\pi\cos^2\theta\sin\theta\,d\theta=\frac{P}{3\varepsilon_0\kappa}.$$

Equal dipoles inside the sphere contribute in proportion to $\sum(3z^2-r^2)/r^5$. On a cubic lattice this is zero, because $x$, $y$ and $z$ are equivalent. For disordered positions it vanishes on average provided that the donors stay well apart, and using the average is then a mean-field assumption. Part 4 shows that close pairs change this average when donors are placed independently. The dipoles therefore satisfy

$$P=4\pi\varepsilon_0\kappa\,n\alpha\left(F+\frac{P}{3\varepsilon_0\kappa}\right).$$

With $x=4\pi n\alpha/3$ this reads $P(1-x)=3x\,\varepsilon_0\kappa F$, and so

$$\frac{\varepsilon}{\kappa}=1+\frac{3x}{1-x}=\frac{1+2x}{1-x},\qquad x=\frac{4\pi}{3}\cdot\frac92\,na^3=6\pi na^3 .$$

At low density $\varepsilon/\kappa\approx1+3x$, the response of independent donors. The permittivity diverges at $x=1$, which is called the Herzfeld condition:

$$na^3=\frac1{6\pi}=0.0531,\qquad n^{1/3}a=0.376 .$$

The energy per donor at $F=0$ shows what happens there. Polarising a donor costs $p^2/(8\pi\varepsilon_0\kappa\alpha)$, and the interaction returns $pP/(6\varepsilon_0\kappa)$, the factor one half preventing double counting. With $P=np$ the sum is

$$\frac{p^2}{8\pi\varepsilon_0\kappa\alpha}(1-x).$$

At $x=1$ a uniform polarisation costs nothing in this model. Beyond that point the unpolarised state is unstable and the formula for $\varepsilon$ no longer applies.

Even for point dipoles, the uniform pattern need not be the first to become unstable. Write the field of all other dipoles on a given one as $c\,np/(4\pi\varepsilon_0\kappa)$. The pattern becomes unstable when $cn\alpha=1$. The uniform pattern has $c=4\pi/3=4.19$. On a simple cubic lattice, consider dipoles along $z$ whose sign alternates between neighbouring columns. An Ewald summation of the dipole fields gives $c=5.35$, and hence an instability at $n^{1/3}a=0.346$. This is not a divergence of the uniform permittivity, but it shows that on this lattice the unpolarised state of the point-dipole model becomes unstable before $x=1$ is reached.

### 3. The example

The radius is $a=(12/0.30)\,a_0=40a_0=2.117\ \mathrm{nm}$, or $2.117\times10^{-7}\ \mathrm{cm}$. The critical density is

$$n_H=\frac{0.05305}{(2.117\times10^{-7}\ \mathrm{cm})^3}=5.59\times10^{18}\ \mathrm{cm^{-3}} .$$

At $n=1.0\times10^{18}\ \mathrm{cm^{-3}}$ we have $n^{1/3}a=0.2117$, so that

$$x=6\pi(0.2117)^3=0.179,\qquad \varepsilon=12\times\frac{1+0.358}{1-0.179}=19.8 .$$

The donors raise the permittivity from 12 to about 20 in this model, at less than a fifth of the critical density. This holds only for a cold crystal: the binding energy $H^*/2$ is 28 meV, close to the thermal energy of 26 meV at room temperature, where many donors would be ionised.

### 4. Why the observed divergence comes earlier

The two values of $n^{1/3}a$ differ by a factor $0.376/0.25=1.5$, and the densities by $1.5^3\approx3.4$. At the observed point $x=6\pi(0.25)^3=0.295$, where the formula gives only $\varepsilon/\kappa=2.25$. To put the pole there, $\alpha$ would have to be 3.4 times larger.

Part of such a difference can lie in the radius. Since $n_H$ varies as $a^{-3}$, an error in the radius assigned to a real donor enters cubed. The model also treats the donors as points. At the Herzfeld density the spacing of a simple cubic lattice is only $2.66a$, so neighbouring electron clouds overlap. The effect can be estimated for clouds that keep the shape found in part 1. With lengths in $a$, the induced charge density is $-p\,\partial_zg$, where $g\propto(3+6r+2r^2)e^{-2r}$ has unit integral. Let $C(R)=\int g(\mathbf r)\,g(\mathbf r+\mathbf R)\,d^3r$ be the overlap of two clouds. On a cubic lattice the sum over neighbours, which vanishes for points, is now $-(4\pi/3)\sum_{R\neq0}C(R)$, so the factor $4\pi n/3$ in the local field becomes

$$\frac{4\pi}{3}\Big[n-\sum_{R\neq0}C(R)\Big]\le\frac{4\pi}{3}\,C(0),\qquad C(0)=0.0123 .$$

The inequality holds because the sum of $C(R)$ over all sites, including $R=0$, is at least $n$ (Poisson summation). A divergence needs $\alpha$ times the left side to reach 1, but it cannot exceed $6\pi\times0.0123=0.23$. In this estimate overlap does not merely shift the Herzfeld divergence but removes it. For donors placed independently at random, the sum over neighbours averages to $n\int C\,d^3R=n$, so in the same estimate the mean Lorentz term vanishes at any density. Two other omissions are examined below: electrons can move between donors, and the donors are placed at random.

**Charge transfer in a pair.** Take two donors a distance $R$ apart, with the field along the line joining them. Classically, each dipole adds a field $2p/(4\pi\varepsilon_0\kappa R^3)$ at the other, so

$$p=4\pi\varepsilon_0\kappa\,\alpha\left(F+\frac{2p}{4\pi\varepsilon_0\kappa R^3}\right)\quad\Rightarrow\quad \alpha_\parallel=\frac{2\alpha}{1-2\alpha/R^3}$$

for the pair. For a perpendicular field the added field is $-p/(4\pi\varepsilon_0\kappa R^3)$, and $\alpha_\perp=2\alpha/(1+\alpha/R^3)$. The parallel response diverges at $R=(2\alpha)^{1/3}=9^{1/3}a=2.08a$.

The quantum problem has two electrons, two attracting centres and the repulsion $1/r_{12}$. I diagonalised its Hamiltonian in all two-electron states that can be formed from a finite set of Gaussian $s$ and $p$ functions on the two centres. The polarisability is then

$$\alpha_\parallel=2\sum_{m\neq0}\frac{|\langle m|z_1+z_2|0\rangle|^2}{E_m-E_0}.$$

At $R=12a$ it is $9.06a^3$, close to the classical $9.05a^3$. At $R=2.08a$ the singlet has a finite value of about $12a^3$, so the classical runaway is a product of the point-dipole model.

At $R=4a$, the spacing of a simple cubic lattice with $n^{1/3}a=0.25$, the classical value is $10.5a^3$ and the singlet value is $16.4a^3$. The singlet state can respond by shifting charge from one donor to the other, with both electrons briefly in the same 1s orbital. In the triplet the Pauli principle forbids this, and the response is only $9.2a^3$. The contrast supports charge transfer as the main source of the enhancement, although the two states differ in other ways too.

The enhancement is mostly along the axis. Across it the singlet gives $9.2a^3$ against a classical $8.4a^3$. Averaged over orientations, the values are $11.6a^3$ and $9.1a^3$, a gain of 28 per cent. Pairs at this separation therefore fall far short of the factor 3.4. In a crystal, however, charge can move beyond the nearest donor.

**Closing of the charge gap.** Place the donors on a simple cubic lattice of spacing $R=n^{-1/3}$. Moving an electron from one donor to a distant one leaves an empty donor and a doubly occupied one. If the orbitals keep their shape, the cost is the repulsion $U$ of two 1s electrons. The potential of one 1s charge cloud, from the charge inside and outside radius $r$, is

$$V(r)=\frac1r\int_0^r4s^2e^{-2s}ds+\int_r^\infty4s\,e^{-2s}ds=\frac1r-e^{-2r}\left(1+\frac1r\right),$$

and therefore

$$U=\int_0^\infty4r^2e^{-2r}V(r)\,dr=4\left(\frac14-\frac1{32}-\frac1{16}\right)=\frac58 .$$

Against this cost stands the energy gained by hopping. For one electron shared by centres $A$ and $B$, with 1s orbitals $\phi_A$ and $\phi_B$, define

$$S=\int\phi_A\phi_B\,d^3r,\qquad J=\int\frac{\phi_A^2}{r_B}d^3r,\qquad K=\int\frac{\phi_A\phi_B}{r_A}d^3r .$$

Each orbital is an eigenfunction for its own centre, so the matrix elements are $h_{AA}=-\tfrac12-J$ and $h_{AB}=-\tfrac12S-K$. The even and odd levels are $E_\pm=(h_{AA}\pm h_{AB})/(1\pm S)$. Half their splitting is the hopping energy:

$$t=\frac{E_--E_+}{2}=\frac{Sh_{AA}-h_{AB}}{1-S^2}=\frac{K-SJ}{1-S^2}.$$

The integral $J$ is $V(R)$. For the others use $\xi=(r_A+r_B)/R$ and $\eta=(r_A-r_B)/R$, with volume element $(R^3/8)(\xi^2-\eta^2)\,d\xi\,d\eta\,d\varphi$:

$$S=\frac{R^3}{4}\int_1^\infty e^{-R\xi}\left(2\xi^2-\frac23\right)d\xi=e^{-R}\left(1+R+\frac{R^2}{3}\right),$$

$$K=\frac{R^2}{2}\int_1^\infty2\xi e^{-R\xi}d\xi=e^{-R}(1+R).$$

In the second integral $1/r_A=2/[R(\xi+\eta)]$ cancels one factor of $\xi^2-\eta^2$, and the term odd in $\eta$ vanishes. At $R=4$,

$$t=\frac{0.09158-0.18926\times0.24958}{1-0.18926^2}=0.0460 .$$

A particle hopping between nearest neighbours on this lattice has energies $-2t(\cos k_xR+\cos k_yR+\cos k_zR)$, which extend from $-6t$ to $6t$. If all other spins are parallel, the empty site and the extra electron each move in this way and can each gain $6t$. With the same $t$ for both, the charge gap is

$$\Delta\approx U-12t .$$

At $R=4a$ this is $0.625-0.552=0.073\,H^*$, far below the $\tfrac38H^*$ needed to excite an isolated donor from 1s to 2p. The polarisability $\tfrac92a^3$ contains only excitations within a single donor, to 2p and to higher p states including the continuum, and none that move charge to another donor. Solving $12t=\tfrac58$ numerically gives $R=3.83a$, so the gap closes at $n^{1/3}a=0.26$. Electrons are then no longer tied to their donors, and free carriers can screen a static field.

| Case | $n^{1/3}a$ | $n$ in the example ($10^{18}\ \mathrm{cm^{-3}}$) | $x$ | $\varepsilon/\kappa$ from part 2 |
|---|---|---|---|---|
| Chosen density | 0.21 | 1.0 | 0.18 | 1.65 |
| Observed, rough | 0.25 | 1.6 | 0.29 | 2.25 |
| Gap closes, estimate | 0.26 | 1.9 | 0.33 | 2.5 |
| Herzfeld | 0.376 | 5.6 | 1 | diverges |

The close agreement of the second and third rows should not be over-read. Taking $t$ from a numerical solution of the two-centre problem in the Gaussian basis moves the estimate to 0.25. If the doubly occupied donor may also relax, its computed energy is $-0.526H^*$, $U$ falls to $0.47H^*$, and the gap closes at 0.23. The value of $t$ is that of an isolated pair, whereas in the lattice each orbital overlaps six neighbours. Parallel spins, hopping between nearest neighbours alone and the neglect of interactions between different sites are further simplifications. A pair of donors has a singlet ground state, so neighbours favour antiparallel spins. These hinder the motion and push the closing to a higher density, and antiferromagnetic order on this lattice can keep a gap open beyond it. All three versions nevertheless place the closing below the Herzfeld value.

**Disorder.** Real donors do not form a lattice. If $N$ donors are placed independently in a volume $\Omega$, the chance that none lies within $R$ of a given donor is $(1-4\pi R^3/3\Omega)^N\to e^{-4\pi nR^3/3}$. Taking the classical runaway distance, $R^3=9a^3$, at the observed density gives

$$1-\exp\left[-12\pi(0.25)^3\right]=1-e^{-0.589}=0.445 .$$

Some 45 per cent of the donors thus have a neighbour so close that the point-dipole description of the pair has broken down. A single local field acting on identical dipoles is then a poor starting point. This count does not say how far disorder moves the transition, or in which direction.

The Herzfeld condition thus gives the order of magnitude of the critical density, but this agreement does not establish the mechanism. The condition describes point dipoles that polarise one another until the restoring force vanishes, a picture that is doubtful at a spacing where the electron clouds overlap. In the estimates made here, hopping sets the electrons free before that point is reached.
